# Configurational temperature from the Rugh identity as a time-step diagnostic, part 1

(Sections cited here and not found follow in the second part.)

## From phase-space geometry to a thermometer made of forces

Consider one particle of mass $m$ in the potential $U=\tfrac12 m\Omega^2q^2$. Temperature is measured in energy units throughout, so that Boltzmann's constant is one. In the canonical ensemble at temperature $T$ the two quadratic terms of the energy give $\langle p^2/m\rangle=T$ and $m\Omega^2\langle q^2\rangle=T$. The first is the usual kinetic thermometer. The second can be written with the force $F=-m\Omega^2q$ and the curvature $U''=m\Omega^2$:

$$\frac{\langle F^2\rangle}{\langle U''\rangle}=\frac{m^2\Omega^4\langle q^2\rangle}{m\Omega^2}=m\Omega^2\langle q^2\rangle=T .$$

This thermometer reads positions and ignores momenta.

Now let the particle move by velocity Verlet with time step $h$: half a kick, a drift, and half a kick. With $a=h^2\Omega^2/2$, the drift gives

$$q'=q+\frac hm\Big(p-\frac{hm\Omega^2}{2}q\Big)=(1-a)q+\frac hm p .$$

The two half kicks together give

$$p'=p-\frac{hm\Omega^2}{2}(q+q')=(1-a)p-h\kappa q,\qquad \kappa=m\Omega^2\Big(1-\frac a2\Big).$$

In $p'^2/m+\kappa q'^2$ the cross terms are $-2(1-a)h\kappa pq/m$ and $+2(1-a)h\kappa pq/m$, which cancel. Both squares are multiplied by the same factor,

$$(1-a)^2+\frac{h^2\kappa}{m}=1-2a+a^2+2a\Big(1-\frac a2\Big)=1 .$$

The step therefore conserves $p^2/m+\kappa q^2$. For $0<h\Omega<2$ it is a rotation in the plane of $p/\sqrt m$ and $\sqrt\kappa\,q$, by an angle strictly between $0$ and $\pi$. Along a long trajectory the two squared coordinates then have equal means, $\langle p^2/m\rangle=\kappa\langle q^2\rangle$. Calling the two thermometer readings $T_{\rm kin}$ and $T_{\rm conf}$, we find

$$\frac{T_{\rm conf}}{T_{\rm kin}}=\frac{m\Omega^2}{\kappa}=\frac{1}{1-h^2\Omega^2/4}.$$

At $h\Omega=0.5$ this is $1.06667$, and a computed trajectory gives $1.06668$. The conserved quantity contains $\kappa$ where the energy contains the larger $m\Omega^2$, so positions spread too far for the momenta that accompany them. A thermostat that adjusts the momenta until $T_{\rm kin}$ is right leaves this error in place, while the comparison of the two thermometers exposes it.

For a general potential we need to know why forces measure temperature at all. Take $n$ Cartesian coordinates $q_i$ with masses $m_i$, collected in a diagonal matrix $M$, and the Hamiltonian $H=\tfrac12p\cdot M^{-1}p+U(q)$. The potential is smooth and rises fast enough at large distance to confine the system. There are no constraints, and energy is the one conserved quantity considered. Write $F=-\nabla U$, $K_{ij}=\partial_i\partial_jU$ and $L=\operatorname{tr}K=\nabla^2U$.

Let $\Phi(E)=\int\Theta(E-H)\,d\Gamma$ be the phase-space volume below energy $E$, and $\omega=\Phi'=\int\delta(E-H)\,d\Gamma$ the density of states. The microcanonical average is $\langle A\rangle_E=\omega^{-1}\int A\,\delta(E-H)\,d\Gamma$. With the entropy defined as $\ln\omega$, the microcanonical temperature is

$$\frac1{T_E}=\frac{d\ln\omega}{dE}=\frac{\omega'}{\omega}.$$

Let $B$ be a smooth vector field on phase space. The product $B\,\Theta(E-H)$ vanishes outside a bounded region, so its divergence integrates to zero. Since $\nabla\Theta(E-H)=-\delta(E-H)\nabla H$,

$$0=\int\Theta(E-H)\,\nabla\!\cdot\!B\,d\Gamma-\int\delta(E-H)\,B\cdot\nabla H\,d\Gamma .$$

The second integral is $\omega\langle B\cdot\nabla H\rangle_E$. Differentiating the first with respect to $E$ turns the step into a delta function, and so

$$\omega\langle\nabla\!\cdot\!B\rangle_E=\frac{d}{dE}\Big(\omega\langle B\cdot\nabla H\rangle_E\Big).\tag{1}$$

Carrying out the derivative and dividing by $\omega$ gives

$$\langle\nabla\!\cdot\!B\rangle_E=\frac{\langle B\cdot\nabla H\rangle_E}{T_E}+\frac{d}{dE}\langle B\cdot\nabla H\rangle_E .\tag{2}$$

If $B\cdot\nabla H=1$, the last term vanishes and $1/T_E=\langle\nabla\!\cdot\!B\rangle_E$. This is the Rugh identity; its standard field is $B=\nabla H/|\nabla H|^2$. Geometrically, $B$ carries one energy surface onto the next, and its divergence measures how fast phase-space volume expands on the way. Temperature becomes an average of a local geometric quantity.

The field need not use the momenta. The choice $B=(\nabla U/|\nabla U|^2,0)$, with zero momentum components, also has $B\cdot\nabla H=1$. Because $\partial_i|\nabla U|^2=2\sum_jK_{ij}\partial_jU$, its divergence is

$$\nabla\!\cdot\!\frac{\nabla U}{|\nabla U|^2}=\frac{L}{|F|^2}-\frac{2F\cdot KF}{|F|^4}.$$

This field is singular wherever the force vanishes. Near a nondegenerate stationary point, $|\nabla U|$ grows in proportion to the distance $r$, so the field grows as $1/r$. Its flux through a small sphere, whose area scales as $r^{n-1}$, scales as $r^{n-2}$. This vanishes with $r$ for $n\ge3$, and the identity survives.

For $n=2$ it can fail. Take unit masses, $U=r^2/2+r^4/4$ and $E=2$. The average of the divergence away from the origin is $-0.6667$, whereas $1/T_E=0.3333$. The missing piece is a delta function of strength $2\pi$ at the origin. In two dimensions the momentum integral $\int d^2p\,\delta(E-U-p^2/2)=2\pi$ does not depend on position, so the allowed disc is uniformly populated. Its radius follows from $R^2/2+R^4/4=2$, or $R^2=2$. The delta function contributes $2\pi/(\pi R^2)=1$, and $-0.6667+1=0.3333$. For the same potential in three dimensions, both the full and the configurational Rugh averages give $0.766329$, equal to $\omega'/\omega$.

The ratio of mean squared force to mean Laplacian comes from a field without a denominator, $B=(\nabla U,0)$. Here $\nabla\!\cdot\!B=L$ and $B\cdot\nabla H=|F|^2$, so (2) reads

$$\langle L\rangle_E=\frac{\langle|F|^2\rangle_E}{T_E}+\frac{d\langle|F|^2\rangle_E}{dE}.\tag{3}$$

In the three-dimensional example the two terms on the right are $0.766329\times5.461734=4.1855$ and $3.9400$. Their sum, $8.1255$, is the computed mean Laplacian. The derivative is clearly not negligible there: the ratio $\langle|F|^2\rangle_E/\langle L\rangle_E$ is $0.515\,T_E$. In a large system with short-ranged forces, $|F|^2$, $L$ and $E$ are all proportional to $n$. The derivative is then of order one against terms of order $n$, and the ratio differs from $T_E$ by a relative amount of order $1/n$.

Equal harmonic oscillators show this explicitly. Their phase-space volume is that of a $2n$-dimensional ellipsoid, $\Phi\propto E^n$, so $\omega\propto E^{n-1}$ and $T_E=E/(n-1)$. By symmetry each of the $2n$ quadratic terms holds $E/(2n)$. Hence $\langle|F|^2\rangle_E/\langle L\rangle_E=E/n=T_E(1-1/n)$.

In the canonical ensemble the correction disappears at any $n$. Multiply (1) by $e^{-E/T}$, where $T$ is now the temperature of the bath, and integrate over $E$. Integration by parts moves the derivative onto the exponential. The boundary terms vanish, at the top because of the exponential and at the bottom because $\omega\langle|F|^2\rangle_E$ goes to zero at the potential minimum. Therefore

$$\int e^{-E/T}\omega\langle L\rangle_E\,dE=\frac1T\int e^{-E/T}\omega\langle|F|^2\rangle_E\,dE ,$$

and, with unlabelled brackets for canonical averages,

$$T_{\rm conf}\equiv\frac{\langle|F|^2\rangle}{\langle L\rangle}=T .\tag{4}$$

The same argument for any smooth field $V(q)$ that does not outgrow the Boltzmann factor gives

$$\langle V\cdot\nabla U\rangle=T\langle\nabla\!\cdot\!V\rangle .\tag{5}$$

Equation (4) expresses a balance: thermal motion pushes the system up the walls of the potential, and the curvature fixes how much force is met there. Smoothness matters. If a force is cut off abruptly, $L$ contains a delta function at the cutoff. Sampling the Laplacian on either side misses that contribution, and the ratio is wrong even for a correct ensemble.

The kinetic thermometer at fixed energy follows from the same theorem. With $B=(0,p)$, the undifferentiated relation gives $\omega\langle p\cdot M^{-1}p\rangle_E=n\Phi$, so the kinetic temperature on the shell is $\vartheta(E)=\Phi/\omega$. For equal harmonic oscillators $\vartheta=E/n$. The kinetic and configurational readings then agree with each other at fixed energy, although both differ from $T_E$.

This allows us to ask what happens when a simulation has the wrong distribution of energies, but samples each energy shell correctly. Let the energies have a narrow distribution with variance $\sigma^2$ of order $n$, and write $f(E)=\langle|F|^2\rangle_E$ and $l(E)=\langle L\rangle_E$. Differentiating $\Phi=\omega\vartheta$ gives $1=\vartheta/T_E+\vartheta'$. Since $\vartheta'$ is of order $1/n$, $T_E\simeq\vartheta(1+\vartheta')$. Equation (3) is $f=T_E(l-f')$. Let an overbar denote the average over energies. To relative order $1/n$,

$$\overline f=\overline{T_E}\,\overline l+\vartheta'l'\sigma^2-\overline\vartheta f' ,$$

where the middle term is the covariance of $T_E$ and $l$. Dividing by $\overline l\,\overline\vartheta$, with $T_{\rm kin}=\overline\vartheta$, yields

$$\frac{T_{\rm conf}}{T_{\rm kin}}-1\simeq\vartheta'-\frac{f'}{l}+\frac{\vartheta'l'\sigma^2}{\vartheta l}.$$

In the correction terms we may use $f\simeq\vartheta l$, so $f'\simeq\vartheta'l+\vartheta l'$. The canonical variance is $\sigma_{\rm can}^2=T^2C$, with $C$ the total heat capacity, and $\vartheta'\simeq1/C$. What remains is

$$\frac{T_{\rm conf}}{T_{\rm kin}}-1\simeq\frac1C\,\frac{d\ln\langle L\rangle}{d\ln T}\left(\frac{\sigma^2}{\sigma_{\rm can}^2}-1\right).\tag{6}$$

The bracket vanishes for canonical fluctuations, as (4) requires. For harmonic systems $L$ is constant and the effect is absent at this order. In an anharmonic system of modest size, a mismatch can thus arise without any time-step error, but through this route it is limited to order $1/n$.

## What the time step does to the two temperatures

The system has $n$ coordinates with diagonal mass matrix $M$, potential $U$, force $F=-\nabla U$, Hessian $K$ and Laplacian $L=\operatorname{tr}K$. The velocity is $v=M^{-1}p$, and Boltzmann's constant is one. The two thermometers are $T_{\rm kin}=\langle p\cdot v\rangle/n$ and $T_{\rm conf}=\langle|F|^2\rangle/\langle L\rangle$. They agree in the canonical ensemble, where $\langle V\cdot\nabla U\rangle=T\langle\nabla\!\cdot\!V\rangle$ for a smooth field $V(q)$, equation (5). For one harmonic oscillator under velocity Verlet their ratio is $1/(1-h^2\Omega^2/4)$. We now find the corresponding law for a general potential.

Define the Poisson bracket $\{f,g\}=\partial_qf\cdot\partial_pg-\partial_pf\cdot\partial_qg$ and the operator $\mathcal L_Xf=\{f,X\}$. Motion under a Hamiltonian $X$ for a time $t$ is $e^{t\mathcal L_X}$. With $\mathcal K=\tfrac12p\cdot M^{-1}p$, $A=\mathcal L_{\mathcal K}$ and $D=\mathcal L_U$, one Verlet step is $e^{hD/2}e^{hA}e^{hD/2}$. Reversing the sign of $h$ gives the inverse step, so the logarithm of this product is odd in $h$:

$$e^{hD/2}e^{hA}e^{hD/2}=\exp\!\big[h(A+D)+h^3Z+O(h^5)\big].$$

The terms of order $h^3$ on the right are $(A+D)^3/6+Z$. Those on the left are

$$\frac{A^3}{6}+\frac{DA^2+A^2D}{4}+\frac{D^2A+2DAD+AD^2}{8}+\frac{D^3}{6}.$$

Subtracting $(A+D)^3/6$, in which each mixed product has weight $1/6$, leaves

$$Z=\frac{A^2D-2ADA+DA^2}{12}-\frac{D^2A-2DAD+AD^2}{24}
=\frac{[A,[A,D]]}{12}-\frac{[D,[D,A]]}{24}.$$

The Jacobi identity gives $[\mathcal L_X,\mathcal L_Y]=\mathcal L_{\{Y,X\}}$. The first double commutator therefore belongs to the function $\{\{U,\mathcal K\},\mathcal K\}$. Here $\{U,\mathcal K\}=v\cdot\nabla U$, and a second bracket with $\mathcal K$ differentiates $\nabla U$ along $v$, giving $v\cdot Kv$. The other belongs to $\{\{\mathcal K,U\},U\}$. Here $\{\mathcal K,U\}=-v\cdot\nabla U$, and the second bracket gives $+\nabla U\cdot M^{-1}\nabla U$. Verlet thus follows, up to terms of order $h^4$, the shadow Hamiltonian

$$\tilde H=H+h^2G,\qquad G=\frac{v\cdot Kv}{12}-\frac{F\cdot M^{-1}F}{24}.\tag{7}$$

On a trajectory of two coupled anharmonic coordinates with masses 1 and 3, halving $h$ reduces the largest change of $H$ by a factor $4.00$ and that of $\tilde H$ by $16.00$, as (7) implies.

The series is asymptotic. For a quartic wall $|F|^2$ grows as the sixth power of distance, so the truncated weight $e^{-\tilde H/\tilde T}$ cannot be normalised over all space. It is used below as an expansion in $h^2$ about the ordinary canonical weight. The expansion also presumes that the trajectory remains stable; for a harmonic mode this requires $h\Omega<2$.

The two thermometers agree in the canonical ensemble, and velocity Verlet follows, up to terms of order $h^4$, the shadow Hamiltonian (7) instead of $H$. It remains to find how this shifts each temperature for a general potential, and to compare the resulting mismatch with simulations.
